# Velocity reflection for unequal masses in reverse nonequilibrium molecular dynamics

**Q.** In reverse nonequilibrium simulation you impose a heat flux and measure the temperature gradient. With identical atoms you exchange the velocities of a fast atom in a cold slab and a slow atom in a hot slab. Why not do the same when their masses differ?

**A.** Because a swap then breaks conservation laws. Let $c$ label the atom in the cold slab and $h$ the one in the hot slab. They are classical point atoms with masses $m_c,m_h$ and velocities $\mathbf v_c,\mathbf v_h$. After a swap, the momentum has changed by

$$m_c\mathbf v_h+m_h\mathbf v_c-m_c\mathbf v_c-m_h\mathbf v_h=(m_c-m_h)(\mathbf v_h-\mathbf v_c),$$

and the kinetic energy by

$$\tfrac12m_cv_h^2+\tfrac12m_hv_c^2-\tfrac12m_cv_c^2-\tfrac12m_hv_h^2=\tfrac12(m_c-m_h)(v_h^2-v_c^2).$$

Both vanish for every pair of velocities only if $m_c=m_h$. At unequal masses, the first vanishes only if the velocities are already equal, when the swap does nothing.

Take $m_c=60$ u, $m_h=200$ u, $\mathbf v_c=(0.9,0.3,-0.2)$ nm/ps and $\mathbf v_h=(0.1,-0.05,0.05)$ nm/ps. A swap changes the momentum by $(112,49,-35)$ u nm/ps and adds 671 meV. The pair had only $292.3+15.5=307.8$ meV of kinetic energy to begin with.

**Q.** Then which changes of velocity are allowed?

**A.** Separate the common motion from the relative motion. Define

$$M=m_c+m_h,\quad \mu=\frac{m_cm_h}{M},\quad \mathbf V=\frac{m_c\mathbf v_c+m_h\mathbf v_h}{M},\quad \mathbf g=\mathbf v_c-\mathbf v_h .$$

Solving the last two definitions for the velocities gives

$$\mathbf v_c=\mathbf V+\frac{m_h}{M}\mathbf g,\qquad \mathbf v_h=\mathbf V-\frac{m_c}{M}\mathbf g .$$

In the kinetic energy, the cross terms are $+\mu\mathbf V\cdot\mathbf g$ and $-\mu\mathbf V\cdot\mathbf g$, so they cancel. The terms in $g^2$ have the coefficient

$$\frac12\,\frac{m_cm_h^2+m_hm_c^2}{M^2}=\frac12\,\frac{m_cm_h}{M}=\frac{\mu}{2}.$$

Therefore $K_c+K_h=\tfrac12MV^2+\tfrac12\mu g^2$. Conserving momentum fixes $\mathbf V$; conserving kinetic energy then fixes the length of $\mathbf g$, but not its direction.

**Q.** So the conservation laws do not single out a reflection.

**A.** In one dimension they leave two choices, $g'=g$, which changes nothing, and $g'=-g$. In three dimensions any rotation of $\mathbf g$ is allowed. Choosing $\mathbf g'=-\mathbf g$ needs no additional direction or random number, and it gives

$$\mathbf v_c'=\mathbf V-\frac{m_h}{M}\mathbf g=2\mathbf V-\mathbf v_c,\qquad
\mathbf v_h'=\mathbf V+\frac{m_c}{M}\mathbf g=2\mathbf V-\mathbf v_h .$$

Each velocity is reflected through the point $\mathbf V$ in velocity space. For equal masses $2\mathbf V=\mathbf v_c+\mathbf v_h$, so $\mathbf v_c'=\mathbf v_h$ and $\mathbf v_h'=\mathbf v_c$: the ordinary swap is recovered.

The positions do not move. If the forces derive from a potential that depends on positions alone, the potential energy is unchanged too, and the total energy of the box is conserved.

**Q.** Does the operation compress phase space, as a friction force would?

**A.** Not for a fixed pair. For one Cartesian component, the map from $(v_c,v_h)$ to $(v_c',v_h')$ has the matrix

$$\frac1M\begin{pmatrix}m_c-m_h&2m_h\\2m_c&m_h-m_c\end{pmatrix},$$

whose determinant is

$$\frac{-(m_c-m_h)^2-4m_cm_h}{M^2}=-\frac{(m_c+m_h)^2}{M^2}=-1 .$$

Three components give $(-1)^3=-1$, so the volume is preserved. Applying the reflection twice restores the original velocities. This argument does not cover the complete procedure, because there the pair is selected according to its velocities. That selection can drive the system away from equilibrium.

**Q.** If the pair's energy is conserved, how much of it crosses from one slab to the other?

**A.** Let $Q$ be the energy gained by the atom in the hot slab. Directly from its new velocity,

$$Q=\tfrac12m_h\left(|2\mathbf V-\mathbf v_h|^2-v_h^2\right)
=\tfrac12m_h\left(4V^2-4\mathbf V\cdot\mathbf v_h\right)
=2m_h\mathbf V\cdot(\mathbf V-\mathbf v_h).$$

Since $\mathbf V-\mathbf v_h=(m_c/M)\mathbf g$,

$$Q=2\mu\,\mathbf V\cdot(\mathbf v_c-\mathbf v_h).$$

To express this through kinetic energies, expand the scalar product:

$$\mathbf V\cdot\mathbf g=\frac{m_cv_c^2-m_hv_h^2+(m_h-m_c)\mathbf v_c\cdot\mathbf v_h}{M}.$$

With $m_cv_c^2=2K_c$ and $m_hv_h^2=2K_h$, this becomes

$$Q=\frac{4m_cm_h}{M^2}\left[K_c-K_h+\tfrac12(m_h-m_c)\mathbf v_c\cdot\mathbf v_h\right].$$

For the pair above, the mass factor is 0.710. The scalar product is $0.09-0.015-0.01=0.065$ nm²/ps², so the last term in the bracket is $70\times0.065=4.55$ u nm²/ps², or 47.2 meV. Thus

$$Q=0.710\,(292.3-15.5+47.2)\ \text{meV}\approx230\ \text{meV}.$$

The new velocities confirm it. The hot-slab atom rises from 15.5 to 245.5 meV, while the other falls from 292.3 to 62.3 meV. Their momentum remains $(74,8,-2)$ u nm/ps.

**Q.** The bracket contains a scalar product. Could the energy go the wrong way even when the cold-slab atom has more of it?

**A.** Yes. Conservation does not guarantee a transfer in the desired direction, or any transfer at all: $Q=0$ whenever $\mathbf V$ is zero or perpendicular to $\mathbf g$.

Keep the same masses, but let the atoms move along $x$ with $v_c=0.60$ and $v_h=-0.30$ nm/ps. Their kinetic energies are 111.9 and 93.3 meV. The scalar-product term is $70\times(-0.18)=-12.6$ u nm²/ps², or $-130.6$ meV, so

$$Q=0.710\,(111.9-93.3-130.6)\ \text{meV}\approx-79\ \text{meV}.$$

The cold-slab atom gains energy although it already had more.

**Q.** When is the sign safe, whatever the directions?

**A.** Let $a=|\mathbf v_c|$ and $b=|\mathbf v_h|$. The scalar product lies between $-ab$ and $ab$. Hence the least value of twice the bracket is

$$m_ca^2-m_hb^2-|m_h-m_c|ab .$$

If $m_h\ge m_c$, it factorizes as $(m_ca-m_hb)(a+b)$. This is positive when $m_ca>m_hb$, which then also implies $a>b$. If $m_h<m_c$, it factorizes as $(a-b)(m_ca+m_hb)$. This is positive when $a>b$, which then also implies $m_ca>m_hb$.

Both cases give one rule: $Q>0$ for every relative direction exactly when the cold-slab atom has both the larger speed and the larger momentum magnitude. In the backward example it is faster, but its momentum is 36 against 60 u nm/ps.

**Q.** That is a stricter demand than selecting by kinetic energy. What happens on average?

**A.** For independent, isotropic directions the scalar product averages to zero, leaving

$$\langle Q\rangle=\frac{4m_cm_h}{M^2}\left(\langle K_c\rangle-\langle K_h\rangle\right).$$

Selecting a high $K_c$ and a low $K_h$ therefore works on average under this assumption, while individual events may still go backward. The sum must use the signed $Q$ of each event.

Selection is essential. If atoms are drawn at random from thermal slabs, then $\langle K\rangle=\tfrac32k_BT$ and

$$\langle Q\rangle=\frac{4m_cm_h}{M^2}\,\tfrac32k_B(T_c-T_h)<0 .$$

With the same masses and slab temperatures of 500 and 700 K, this predicts $-18.36$ meV per event. A random sample gives $-18.37\pm0.17$ meV, where the uncertainty is one standard error. Unselected reflections carry heat in its ordinary direction, from hot to cold.

**Q.** Does a large mass difference make the method useless?

**A.** It makes the events less effective on average. Hold the kinetic energies fixed and let $m_h/m_c$ grow. The mass factor tends to $4m_c/m_h$, so the average transfer falls in that proportion. The directional part falls more slowly. Using $ab=2\sqrt{K_cK_h/(m_cm_h)}$, it tends to

$$2m_c\,\mathbf v_c\cdot\mathbf v_h
=4\sqrt{\frac{m_c}{m_h}}\sqrt{K_cK_h}\,\cos\theta ,$$

where $\theta$ is the angle between the velocities. At extreme mass ratios and nonzero $K_h$, the sign of a single transfer is therefore set mainly by direction. If the receiver is at rest, this difficulty disappears and $Q=(4m_cm_h/M^2)K_c\ge0$.

**Q.** What if the whole box drifts?

**A.** The reflected velocities simply acquire the same drift $\mathbf u$, since $2(\mathbf V+\mathbf u)-(\mathbf v+\mathbf u)=(2\mathbf V-\mathbf v)+\mathbf u$. The energy transfer, however, becomes

$$Q_{\mathbf u}=Q+\mathbf u\cdot\Delta\mathbf p_h,\qquad
\Delta\mathbf p_h=m_h(\mathbf v_h'-\mathbf v_h)=2\mu(\mathbf v_c-\mathbf v_h).$$

For the first pair, a drift of 0.1 nm/ps along $x$ raises the apparent gain from 230 to 307 meV. The extra part is work associated with bulk motion, not heat. The total momentum should therefore be set to zero at the start, or all velocities measured relative to the drift.

Rigid molecules need another precaution. Reflecting single atoms would generally violate their constraints. One can instead reflect the molecules' centre-of-mass velocities and add each change equally to all atoms of that molecule; their relative velocities then stay as they were.

**Q.** How does a list of energy jumps become a conductivity?

**A.** In a periodic box, heat deposited in the hot slab leaves through two faces of area $A$. Over a time $t$ in the steady state, the mean flux per face and the conductivity are

$$J=\frac{\sum Q}{2At},\qquad \kappa=\frac{J}{|dT/dz|}.$$

The exchange slabs are left out of the gradient fit because their velocity distributions are directly disturbed.

**Q.** I would like evidence that the energy really flows through the material, rather than existing only in your ledger.

**A.** Define the energy of atom $i$ as its kinetic energy plus half of each bond energy $\phi_{ij}$. With $\mathbf F_{ij}$ the force on $i$ from $j$, we have $\dot\phi_{ij}=-\mathbf F_{ij}\cdot(\mathbf v_i-\mathbf v_j)$. Between exchanges,

$$\dot E_i=\sum_j\left[\mathbf F_{ij}\cdot\mathbf v_i-\tfrac12\mathbf F_{ij}\cdot(\mathbf v_i-\mathbf v_j)\right]
=\sum_j\tfrac12\mathbf F_{ij}\cdot(\mathbf v_i+\mathbf v_j).$$

Each term is the power entering $i$ through one bond. It changes sign when $i$ and $j$ are interchanged, because $\mathbf F_{ji}=-\mathbf F_{ij}$. Now enclose the hot slab between two planes. The signed sum of $Q$ must equal the energy stored inside plus the energy that has left through bonds crossing the planes.

I tested this on a face-centred cubic crystal with equal numbers of 60 u and 200 u atoms in every slab, placed at random within it. Nearest neighbours are joined by Morse bonds of depth 350 meV and range parameter 15 nm⁻¹. The lattice constant is 0.39 nm and the preparation temperature 600 K. At each exchange, the atom of highest kinetic energy in the cold slab meets the atom of lowest kinetic energy in the hot slab.

In a box of 432 atoms, 533 exchanges in 80 ps deposited 86.21 eV. Averaged over several pairs of planes, 86.20 eV left through bonds and 0.04 eV was stored. The two sides agree to about 0.03% of the ledger. Total energy drifted by only 0.01 eV. Of the exchanges, 286 joined unequal masses, and none went backward in this run.

**Q.** And the conductivity?

**A.** The face area is 1.369 nm², so

$$J=\frac{86.21\ \text{eV}}{2(1.369\ \text{nm}^2)(80\ \text{ps})}
=0.394\ \text{eV nm}^{-2}\text{ps}^{-1}=63.1\ \text{GW/m}^2 .$$

Averaging slabs at equal distances on the two sides gives 501.8, 554.7, 607.0, 665.7 and 727.0 K from cold to hot. For five equally spaced points, the least-squares slope is

$$\frac{-2(501.8)-554.7+665.7+2(727.0)}{10\times0.39\ \text{nm}}\ \text{K}
\approx144\ \text{K/nm}.$$

The result is $\kappa=63.1/144=0.44\pm0.02$ W/(m K). The error comes from the scatter of the gradient among five time blocks. It does not include variation between random arrangements of the masses, or the effects of box length, cross-section and flux, so the full uncertainty is considerably larger. Three other arrangements in the same box at about the same flux give 0.39 to 0.41 W/(m K), roughly 0.04 lower, and a cross-section of 4×4 instead of 3×3 cells gives about 0.39 W/(m K).

**Q.** A gradient of 144 K/nm is enormous. Is that still a linear response, and is the box long enough?

**A.** Neither is established. The slabs used in the fit range from about 500 to 730 K, so this $\kappa$ is an average over a wide temperature interval. Lengthening the box from 4.68 to 7.80 nm, while also lengthening the exchange interval from 0.150 to 0.225 ps, gives $0.430\pm0.009$ W/(m K). The shift of $-1.9\%$ lies within the errors. This agreement does not show convergence. Length, exchange rate and the arrangement of the masses changed together, so their effects could cancel, and lattice waves longer than the box are absent in both cases. With other random arrangements of the masses and about half the flux of the first run, $\kappa$ is roughly 0.4 W/(m K) in a 4.68 nm box and 0.5 W/(m K) in a 9.36 nm box, which suggests that it still grows with length. Take 0.4 to 0.5 W/(m K) as a rough size for boxes of this length, not as a converged property of the model.

The longer run also had not balanced as closely. Of its 55.76 eV, 1.23 eV remained in the weighted hot region, and 54.59 eV crossed the planes. Using the bond current instead of the ledger would lower its conductivity to $0.430\times54.59/55.76=0.421$ W/(m K). Exchanges ran for only 15 ps before the averaging began, while the slowest temperature mode of this box relaxes in about 10 ps. A simple diffusion estimate then gives about 1.5 eV still to be stored and a conductivity about 3% too high. A thermal fluctuation of the stored energy is of similar size, about 1 eV, so this one run does not separate the two.

**Q.** Does this crystal tell me how well a real alloy conducts heat?

**A.** No. Its masses and spacing are round values close to those of disordered copper–gold, but its bonds are too soft. Their stiffness of 25 N/m gives a static-lattice bulk modulus of about 86 GPa, against roughly 140 GPa for copper and 175 GPa for gold. Held at this lattice constant at 600 K, the model crystal is also under a thermal pressure of nearly 3 GPa. In equilibrium near 600 K the equiatomic alloy is ordered, so the random arrangement corresponds to a quenched state. The model also omits conduction electrons. With a rough resistivity $\rho=15$ µΩ cm, the Wiedemann–Franz estimate is

$$\kappa_{\rm el}=\frac{\pi^2}{3}\left(\frac{k_B}{e}\right)^2\frac{T}{\rho}\approx98\ \text{W/(m K)},$$

roughly two hundred times the model's lattice value. That lattice value is itself low beside the few W/(m K) that I would take as a rough size for metallic alloys. Strong mass disorder, the simple bonds and the short box are possible reasons, but these runs do not separate them.

The classical treatment hardly alters the heat capacity. The highest harmonic frequency in the 432-atom box is 6.7 THz (no arrangement can exceed the 7.2 THz of a crystal of light atoms only), and quantum statistics lowers the harmonic heat capacity at 600 K by 0.9% relative to its classical value. This does not give the quantum correction to $\kappa$, which also depends on how the vibrations scatter. The remaining figures for both boxes are in the numerical output.

## Table of computed values

```
Pair masses c, h: 60, 200 u
Before, v_c: (0.9000, 0.3000, -0.2000) nm/ps
Before, v_h: (0.1000, -0.0500, 0.0500) nm/ps
Centre-of-mass velocity: (0.2846, 0.0308, -0.0077) nm/ps
After, v_c: (-0.3308, -0.2385, 0.1846) nm/ps
After, v_h: (0.4692, 0.1115, -0.0654) nm/ps
Pair momentum: (74.0000, 8.0000, -2.0000) u nm/ps
Before, K_c and K_h: 292.272, 15.546 meV
After, K_c and K_h: 62.296, 245.523 meV
Energy gained by h: 229.976 meV
Mass factor 4 m_c m_h/M^2: 0.71006
Plain swap, momentum error: (112.0000, 49.0000, -35.0000) u nm/ps
Plain swap, energy error: 671.086 meV
Gain with 0.1 nm/ps x drift: 306.513 meV
Backward case, x velocities: 0.60, -0.30 nm/ps
Backward case, K_c and K_h: 111.934, 93.278 meV
Backward case, gain of h: -79.480 meV
Random pairs, temperatures c, h: 500, 700 K
Random pairs, mean gain of h: -18.366 +/- 0.170 meV
Random pairs, predicted gain: -18.356 meV
Crystal preparation temperature: 600 K
Lattice constant: 0.390 nm; time step: 5.0 fs
Morse depth: 350.0 meV; range: 15.0 /nm
Bond stiffness: 25.23 N/m
Short: 432 atoms, box length 4.68 nm
Short: area 1.3689 nm2, time 80.0 ps
Short: exchange interval 0.150 ps
Short: exchanges 533, unequal 286, backward 0
Short: ledger 86.211 eV
Short: weighted storage 0.039 eV
Short: bond-current transfer 86.199 eV
Short: total energy drift 0.0095 eV
Short: final momentum 5.4e-12 u nm/ps
Short: heat flux 63.06 GW/m2
Short: gradient 143.99 +/- 6.38 K/nm
Short: lattice conductivity 0.438 +/- 0.019 W/(m K)
Long: 720 atoms, box length 7.80 nm
Long: area 1.3689 nm2, time 80.0 ps
Long: exchange interval 0.225 ps
Long: exchanges 356, unequal 171, backward 0
Long: ledger 55.756 eV
Long: weighted storage 1.227 eV
Long: bond-current transfer 54.586 eV
Long: total energy drift -0.0073 eV
Long: final momentum 1.6e-11 u nm/ps
Long: heat flux 40.79 GW/m2
Long: gradient 94.96 +/- 1.92 K/nm
Long: lattice conductivity 0.430 +/- 0.009 W/(m K)
Short, slab temperatures 0-5 (K): 428.5 489.3 543.1 595.7 662.1 724.4
Short, slab temperatures 6-11 (K): 776.1 729.6 669.3 618.3 566.3 514.2
Conductivity shift, long against short: -1.9 percent
Highest harmonic frequency: 6.723 THz
Quantum/classical heat capacity: 0.9912
Rough alloy resistivity: 15.0 microohm cm
Estimated electronic conductivity: 97.7 W/(m K)
```
